# Field-cooled and zero-field-cooled responses of a disordered dipole lattice

Sixty-four dipoles with frozen disorder sit at temperature 0.4 in a field 0.8. If they were cooled in zero field and the field was then applied, their response is 0.058 per dipole. If they were cooled in the field, it is 0.197. The Hamiltonian, the temperature and the field are the same, yet the responses differ more than threefold. When every temperature is held sixteen times longer, the first value rises to 0.093 and the second hardly moves, to 0.195. Which of these numbers belongs to thermal equilibrium, and how would one know?

The dipole interaction sets a natural unit of energy, against which the random field, the applied field and the temperature are measured. Length is in units of the lattice constant $a$, dipole moment in $\mu$, field in $\mu/a^3$, and energy and $k_BT$ in $\mu^2/a^3$. I write $T$ for $k_BT$. Electrostatics uses $4\pi\varepsilon_0=1$.

## Two dipoles by hand

Take two dipoles along $z$, with orientations $s_1,s_2=\pm1$ and energy

$$U=-Js_1s_2-b(s_1+s_2),\qquad J>0 .$$

Here $b$ is the dipole moment times the applied field. Dipole 1 feels $H_1=Js_2+b$, and its two orientations have energies $\mp H_1$. The heat-bath rule forgets its old orientation and draws a new one with Boltzmann probability

$$p(+)=\frac{e^{H_1/T}}{e^{H_1/T}+e^{-H_1/T}}=\frac1{1+e^{-2H_1/T}} .$$

The mean new orientation is $p(+)-p(-)=\tanh(H_1/T)$. Since $s_2$ has two values, this is a linear function of $s_2$:

$$\tanh\frac{Js_2+b}{T}=A+Bs_2 .$$

Setting $s_2=\pm1$, then adding and subtracting the two equations, gives

$$A=\tfrac12(u-v),\quad B=\tfrac12(u+v),\quad u=\tanh\frac{J+b}T,\quad v=\tanh\frac{J-b}T .$$

One sweep updates dipole 1, then dipole 2. With $m_i=\langle s_i\rangle$,

$$m_1'=A+Bm_2,\qquad m_2'=A+Bm_1'=A(1+B)+B^2m_2 .$$

The fixed point satisfies $m^*(1-B^2)=A(1+B)$, so

$$m^*=\frac A{1-B}=\frac{u-v}{(1-u)+(1-v)} .$$

To compare it with Boltzmann statistics, put all terms over $\cosh\frac{J+b}T\cosh\frac{J-b}T$. The numerator $u-v$ becomes $\sinh(2b/T)$. In the denominator, $1-\tanh x=e^{-x}/\cosh x$ gives

$$\tfrac12(e^{-2b/T}+e^{-2J/T})+\tfrac12(e^{2b/T}+e^{-2J/T})=\cosh\frac{2b}T+e^{-2J/T}.$$

Hence

$$m^*=\frac{\sinh(2b/T)}{\cosh(2b/T)+e^{-2J/T}} .$$

Summing $s_2e^{-U/T}$ over the four states and dividing by the partition function gives the same expression. The fixed point is therefore equilibrium.

Now compare the histories. A random start followed by zero-field cooling (ZFC) leaves $m_2=0$ by symmetry. Field cooling (FC) leaves some $m_2=m_0$. After $n$ further sweeps in the field,

$$m_2^{ZFC}=m^*(1-B^{2n}),\qquad m_2^{FC}=m^*+(m_0-m^*)B^{2n},$$

and the difference is

$$m_2^{FC}-m_2^{ZFC}=m_0B^{2n}.$$

The splitting is a memory of preparation, and it decays. Writing $B^{2n}=e^{-n/\tau}$ defines $\tau=-1/(2\ln B)$ for $B>0$. For $T\ll J-b$, use $\tanh x\simeq1-2e^{-2x}$:

$$B\simeq1-e^{-2(J+b)/T}-e^{-2(J-b)/T},\qquad
\tau\simeq\frac{e^{2J/T}}{4\cosh(2b/T)} .$$

The memory time grows exponentially on cooling. In the opposite case $b>J$, $v\to-1$ as $T\to0$, so $B\to0$: the field overcomes the coupling and memory vanishes quickly.

In a weak field the memory time equals a dwell of $n$ sweeps when $e^{2J/T}/4=n$, or

$$T_n=\frac{2J}{\ln(4n)} .$$

This temperature depends on the observation time, although two dipoles have no phase transition. Going from 8 to 128 sweeps lowers it by the factor $\ln32/\ln512=5/9$.

## The disordered lattice

Place one dipole on each site of an $L\times L\times L$ simple cubic cell and repeat the cell periodically. Dipole $i$ is $s_i\mathbf n_i$, where the unit vector $\mathbf n_i$ is a randomly chosen $\langle111\rangle$ direction, fixed in time. A Gaussian random field $h_i$, of mean zero and standard deviation $\sigma$, represents static local bias. The energy is

$$U=-\frac12\sum_{ij}s_is_j\,\mathbf n_i\!\cdot\!\mathbf T_{ij}\!\cdot\!\mathbf n_j-\sum_i h_is_i-E\sum_i n_{iz}s_i .$$

This is a toy model with two ingredients found in relaxors, dipolar coupling and random local fields; it is not a full description of one. Each dipole can only reverse along its own axis; rotation to other axes, elastic coupling and changes of dipole length are omitted.

The tensor $\mathbf T$ gives the field of one dipole at another. With $\mathbf r$ pointing from the source to the field point, a dipole $\mathbf p$ has potential $-\mathbf p\cdot\nabla(1/r)$. Minus its gradient is $E_a=\sum_bT_{ab}p_b$, where $T_{ab}=\partial_a\partial_b(1/r)$. This tensor decays only as $r^{-3}$, so its sum over periodic images depends on the shape of the summation region. Ewald's method removes the ambiguity once a boundary condition is chosen. Split

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac{\operatorname{erf}(\alpha r)}r .$$

**Short-range part.** Let $f=\operatorname{erfc}(\alpha r)/r$ and $g=(2\alpha/\sqrt\pi)e^{-\alpha^2r^2}$. Differentiation gives $f'=-rF$ with

$$F=\frac{\operatorname{erfc}(\alpha r)}{r^3}+\frac g{r^2}.$$

Therefore $\partial_bf=-r_bF$, and a second derivative gives $-\delta_{ab}F-r_ar_bF'/r$. Using $g'=-2\alpha^2rg$,

$$-\frac{F'}r=\frac{3\operatorname{erfc}(\alpha r)}{r^5}+\frac{3g}{r^4}+\frac{2\alpha^2g}{r^2}.$$

These terms fall off rapidly and are summed over images.

**Smooth part.** The function $\operatorname{erf}(\alpha r)/r$ is the potential of a unit Gaussian charge $\rho(r)=(\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}$, whose Fourier transform is $e^{-k^2/4\alpha^2}$. Poisson's equation multiplies this by $4\pi/k^2$, and two derivatives bring down $-k_ak_b$. For cell volume $V=L^3$ the contribution is

$$-\frac{4\pi}V\sum_{\mathbf k\ne0}\frac{k_ak_b}{k^2}e^{-k^2/4\alpha^2}\cos(\mathbf k\cdot\mathbf r).$$

Omitting $\mathbf k=0$ means tin-foil boundaries: a surrounding conductor cancels the depolarizing field.

**Self term.** For $i=j$ the smooth sum includes the dipole acting on itself. Near the origin,

$$\frac{\operatorname{erf}(\alpha r)}r=\frac{2\alpha}{\sqrt\pi}\left(1-\frac{\alpha^2r^2}3+\dots\right),$$

whose second derivative is $-4\alpha^3\delta_{ab}/(3\sqrt\pi)$. Subtracting it adds $+4\alpha^3\delta_{ab}/(3\sqrt\pi)$.

The field in a uniformly polarized lattice tests all three parts. By cubic symmetry, $\sum_j\mathbf T_{ij}$ is a multiple of the unit matrix, so its trace suffices. Away from the origin $\nabla^2(1/r)=0$, hence $\nabla^2f=4\pi\rho$. The short-range trace is $4\pi\sum_{\mathbf R\ne0}\rho(R)$ over lattice vectors. The self trace $4\alpha^3/\sqrt\pi$ equals $4\pi\rho(0)$ and supplies the missing term. Poisson summation with unit volume per site gives $\sum_{\mathbf R}\rho(R)=\sum_{\mathbf G}e^{-G^2/4\alpha^2}$ over reciprocal vectors. The smooth part subtracts every term except $\mathbf G=0$, leaving trace $4\pi$. Thus

$$\sum_j\mathbf T_{ij}=\frac{4\pi}3\mathbf 1 .$$

The computed factor is 4.188790, in agreement. For a pair separated by $(1,2,0)$ in the $4\times4\times4$ cell, Ewald summation gives $T_{xx}=0.018007$. Direct summation over large cubes of cells, extrapolated to infinite size, gives the same value after $4\pi/(3V)$ is added to cancel the cube's depolarizing field.

The same trace argument for one dipole and its own images gives $\mathbf T_{ii}=4\pi\mathbf1/(3V)$. Since $s_i^2=1$, this adds a constant to $U$ and is left out of the local field

$$H_i=\sum_{j\ne i}\mathbf n_i\!\cdot\!\mathbf T_{ij}\!\cdot\!\mathbf n_j\,s_j+h_i+En_{iz}.$$

## The general algorithm

1. Tabulate $\mathbf T_{ij}$. For each disorder realization draw $\mathbf n_i$ and $h_i$, and keep them for all histories.
2. Start from random $s_i$. Visit the sites in order, setting $s_i=+1$ with probability $1/(1+e^{-2H_i/T})$. A sweep costs of order $N^2$ operations for $N=L^3$ dipoles.
3. For ZFC, cool with $E=0$, switch on $E$ at the lowest temperature, and warm. For FC, cool and warm with $E$ on. Use the same temperatures and dwell times.
4. Run each history with $+E$ and $-E$. From $M=N^{-1}\sum_i n_{iz}s_i$ form
$$P=\tfrac12[M(+E)-M(-E)] .$$
5. Average $P$ over the second half of each dwell, then over realizations.

Step 4 is useful because random fields polarize a finite sample even at $E=0$. This offset averages to zero over the symmetric disorder, but it adds noise to a finite set of samples. Splitting $M$ into parts even and odd in $E$ shows that the even part, including this offset, cancels. The two signs share random numbers. This leaves each mean unaltered, and it lowers the noise of $P$ when it raises the covariance of $M(+E)$ and $M(-E)$ above its value with independent random numbers. The ZFC and FC histories use independent random numbers.

Does the two-dipole conclusion survive? A heat-bath update obeys detailed balance, so it preserves the Boltzmann distribution, and so does a sequence of updates. At $T>0$ one sweep can turn any state into any other. Let $W$ be its transition matrix, with $K=2^N$ states and smallest element $\epsilon>0$. If two distributions differ by a row vector $d$, the elements of $d$ sum to zero, so subtracting $\epsilon$ from every element of $W$ does not change $dW$. The reduced matrix is nonnegative with row sums $1-K\epsilon$. Therefore

$$\sum_s|(dW)_s|\le(1-K\epsilon)\sum_s|d_s| .$$

At fixed $T$ and $E$, repeated sweeps erase the difference between histories. In this finite model, FC and ZFC responses must merge at long dwell. The bound gives only an upper limit on the time required, which may be far too long to be useful because $\epsilon$ may be extremely small.

With eight dipoles there are 256 states, and powers of $W$ give the response without sampling noise. In three disorder samples, taken through $T=3$, 1.5 and 0.8 and back, the mean absolute splitting at $T=0.8$ is 0.082 for a dwell of 4 sweeps and 0.054 for 64. For $2^{28}$ sweeps it is zero to rounding error, and both responses equal the enumerated Boltzmann value. At dwell 4, simulation with 4000 copies per sample agreed with the matrix result within 2.42 standard errors in all 18 comparisons. This tests the sampler out of equilibrium, where the splitting is measured.

## A second test of equilibration

Coinciding curves are necessary for equilibrium but not sufficient, since both histories might miss the same slow rearrangement. The Gaussian random field supplies another condition. Its density obeys $h\rho_\sigma(h)=-\sigma^2\rho_\sigma'(h)$. Integrating by parts, with vanishing boundary terms,

$$\int\rho_\sigma h_i\langle s_i\rangle\,dh_i=\sigma^2\int\rho_\sigma\frac{\partial\langle s_i\rangle}{\partial h_i}\,dh_i .$$

In equilibrium the derivative is the variance over temperature, $(1-\langle s_i\rangle^2)/T$, because $s_i^2=1$. With square brackets for the disorder average,

$$[h_i\langle s_i\rangle]=\frac{\sigma^2}T\left[1-\langle s_i\rangle^2\right].$$

For one of the eight-dipole cells at $T=1.5$, quadrature over one random field with the other disorder held fixed gives 0.092747 for both sides.

In a simulation, squaring a noisy estimate of $\langle s_i\rangle$ would introduce a bias. Two independent equilibrium copies avoid it, since $\langle s_i^{(1)}s_i^{(2)}\rangle=\langle s_i\rangle^2$. The ZFC and FC copies at the same field serve as this pair. Let $q$ be the site average of their product; the right side is then $\sigma^2(1-q)/T$.

If the copies freeze into different states, $1-q$ stays finite and this side grows as $1/T$. The left side cannot follow, since its magnitude is at most $[|h|]=\sigma\sqrt{2/\pi}$. A violation shows that the two copies are not an independent equilibrium pair; it does not say which copy is at fault. Agreement, again, is necessary and not sufficient.

## How many samples, how many sweeps

Suppose each realization has its own equilibrium response, with variance $v_d$ across samples, and $n$ effectively independent measurements with thermal variance $v_t$. For $R$ realizations,

$$\operatorname{Var}(\bar P)=\frac1R\left(v_d+\frac{v_t}n\right).$$

More sweeps reduce the second term and leave the first. The standard error is therefore computed from one time-averaged number per realization, as their standard deviation over $\sqrt R$. This includes both terms. For the splitting, the difference is formed within each realization first, so shared disorder cancels in part.

Eight-dipole cells at $T=0.8$, enumerated without thermal noise, show the size of $v_d$: over 1024 samples the mean response is $0.215\pm0.005$ and the sample-to-sample standard deviation is 0.146. With 32 samples the standard error is $0.146/\sqrt{32}=0.026$, however long one simulates. Of 32 such blocks, 97% had a mean within two of their own standard errors of the mean over all 1024 samples.

## Reading the 64-dipole run

The large example has $L=4$, $\sigma=0.5$, $E=0.8$ and 128 realizations, used for both schedules. It is cooled from $T=4$ to 0.4 and warmed again, with 8 or 128 sweeps at each of eight temperatures. Selected responses $P/\mu$ on warming are:

| $T$ | ZFC, 8 | FC, 8 | ZFC, 128 | FC, 128 |
|---|---|---|---|---|
| 0.4 | 0.058 | 0.197 | 0.093 | 0.195 |
| 0.9 | 0.113 | 0.191 | 0.173 | 0.194 |
| 1.6 | 0.154 | 0.179 | 0.179 | 0.176 |
| 3.0 | 0.116 | 0.120 | 0.117 | 0.118 |

At $T=0.4$ the splitting is $0.139\pm0.006$ for the fast schedule and $0.102\pm0.006$ for the slow one. At $T=3$ it is zero within error for both. The highest listed temperature with a splitting above four standard errors falls from 1.6 to 0.9. These thresholds depend on the number of samples as well as on the dwell, because more samples resolve smaller splittings. They also depend on the particular samples drawn: the fast splitting at $T=1.6$ is only 4.7 standard errors, so another draw of the disorder can move the threshold by one grid step. Their ratio resembles the pair estimate $5/9$, but for this reason, and because the temperature grid is coarse and the field is not weak, it does not confirm the pair law.

The ZFC maximum on this grid also moves, from $T=1.6$ to 1.2. Such a peak can thus arise from delayed response and need not mark a transition.

Waiting has a direct effect. In the slow run at $T=0.4$, the splitting is 0.160 over the first four sweeps in the field and 0.102 over sweeps 65–128. The decrease is $0.058\pm0.004$ in the same samples.

The identity agrees that the cold copies are not an equilibrium pair. For the fast schedule at $T=0.4$ its sides are 0.119 and 0.457. The second value gives

$$1-q=\frac{0.457\times0.4}{0.5^2}=0.73,\qquad q=0.27,$$

so the two histories have opposite orientations at a fraction $(1-q)/2\simeq0.37$ of the sites. On the slow schedule the sides are 0.122 and 0.358, still far apart. At $T=3$ and 4 in that run, both equilibrium tests pass within four standard errors.

In this run the identity detects the failure at lower temperatures than the splitting does. Its highest failure at the four-error level is at 0.9 for the fast schedule and 0.6 for the slow one. The margin is small: on the fast schedule the gap at $T=1.2$ is already 3.9 standard errors, so with other samples the two thresholds can coincide. Near the onset, the two tests should be read together.

This answers the opening question in part: at $T=0.4$ the two histories are not both in equilibrium on either schedule, and the ZFC value, which still rises with the dwell, has not settled. The FC value may lie close to equilibrium; these tests neither exclude nor certify that, because a frozen response is also constant. Deciding it needs an independently equilibrated reference, for example from replica exchange between temperatures. Nor can one cell size decide whether an infinite lattice would have a freezing transition. That requires equilibrated data for several sizes.

## Scale and real relaxors

For $a=8$ bohr and $\mu=0.6\,e$ bohr, the temperature unit is 222 K. The splitting thresholds 1.6 and 0.9, found with 128 samples, become 355 K and 200 K. Perovskite relaxors also show history-dependent polarization, at temperatures of roughly a few hundred kelvin, but this similarity follows from the chosen $\mu$ and is not a prediction. The interactions here are unscreened. A uniform electronic screening factor of 5, taken for illustration, would divide the interaction energy by 5 and move 355 K to about 70 K if the random and applied energies were scaled alike; doubling $\mu$ would multiply it by 4. The applied field corresponds to roughly $5\times10^8$ V/m, about 500 times the field produced by 1 kV across 1 mm. This is far above the breakdown field of bulk ceramics, so the run does not represent a feasible measurement on such a sample. The field was chosen to lift the response above the disorder noise, and at $T=0.4$ it is not a linear-response probe. Finally, a sweep is not a calibrated time. If it stood for a microscopic attempt time, an experiment lasting minutes would be vastly slower than 128 sweeps, and the trend found here suggests a lower splitting temperature. The numerical output below gives the full temperature series.

## Table of computed values

```
cell edge 4 a; dipoles 64; disorder samples 128
random-field width 0.5 mu^2/a^3; applied field 0.8 mu/a^3
Ewald: change with splitting parameter 3.9e-14 a^-3
Ewald: Lorentz factor 4.188790 a^-3, error 1.5e-14
Ewald: T_xx at (1,2,0)a 0.018007 a^-3
direct sum: same T_xx 0.018007 a^-3, max error 2.8e-09
8 dipoles: largest simulation-exact deviation 2.42 std errors
8 dipoles, T=0.8, dwell 4 sweeps: mean |FC-ZFC| 8.19e-02 mu
8 dipoles, T=0.8, dwell 64 sweeps: mean |FC-ZFC| 5.37e-02 mu
8 dipoles, T=0.8, dwell 268435456 sweeps: mean |FC-ZFC| 2.08e-17 mu
8 dipoles: long-dwell distance from Boltzmann 3.2e-14 mu
identity by quadrature, T=1.5: 0.09274686 and 0.09274686 mu^2/a^3
8 dipoles, equilibrium at T=0.8: mean 0.2151 mu
same ensemble: sample-to-sample sd 0.1457 mu
two-standard-error coverage, 32 blocks of 32 samples: 0.969
for a=8 bohr, mu=0.6 e bohr: energy unit 7.031250e-04 hartree
corresponding temperature unit 222.03 K
columns: T | ZFC, FC, FC-ZFC, its error (mu) | [hs], identity rhs, gap error
dwell 8 sweeps per temperature, second half averaged
0.4 | 0.0580 0.1965 0.1385 0.0062 | 0.1192 0.4568 0.0162
0.6 | 0.0870 0.1948 0.1078 0.0060 | 0.1183 0.2880 0.0113
0.9 | 0.1132 0.1906 0.0773 0.0057 | 0.1172 0.1849 0.0082
1.2 | 0.1374 0.1870 0.0497 0.0056 | 0.1150 0.1383 0.0060
1.6 | 0.1537 0.1792 0.0256 0.0054 | 0.1100 0.1121 0.0039
2.2 | 0.1470 0.1548 0.0077 0.0043 | 0.0935 0.0930 0.0028
3.0 | 0.1162 0.1195 0.0033 0.0036 | 0.0778 0.0749 0.0028
4.0 | 0.0842 0.0879 0.0037 0.0029 | 0.0587 0.0594 0.0025
highest T with FC-ZFC failure above 4 errors: 1.6 mu^2/a^3 = 355 K
highest T with identity failure above 4 errors: 0.9 mu^2/a^3 = 200 K
dwell 128 sweeps per temperature, second half averaged
0.4 | 0.0928 0.1949 0.1022 0.0061 | 0.1218 0.3578 0.0170
0.6 | 0.1323 0.1944 0.0622 0.0056 | 0.1210 0.2144 0.0113
0.9 | 0.1734 0.1944 0.0210 0.0040 | 0.1145 0.1301 0.0069
1.2 | 0.1873 0.1913 0.0041 0.0028 | 0.1091 0.1077 0.0044
1.6 | 0.1789 0.1763 -0.0026 0.0018 | 0.1055 0.1016 0.0028
2.2 | 0.1534 0.1527 -0.0007 0.0016 | 0.0933 0.0910 0.0021
3.0 | 0.1172 0.1176 0.0004 0.0011 | 0.0771 0.0752 0.0016
4.0 | 0.0853 0.0850 -0.0003 0.0008 | 0.0599 0.0596 0.0012
highest T with FC-ZFC failure above 4 errors: 0.9 mu^2/a^3 = 200 K
highest T with identity failure above 4 errors: 0.6 mu^2/a^3 = 133 K
T=0.4: splitting in sweeps 1-4 0.1599 mu
T=0.4: splitting in sweeps 65-128 0.1022 mu
T=0.4: decrease 0.0578 mu, error 0.0044 mu
```
